# Geometry errors at a migration saddle: energy versus vibrational prefactor: a numerical check

```python
# RESULT UNDER TEST
# Near a nondegenerate first-order saddle s of a potential V, a geometry error d gives
#   V(s+d) - V(s)           = (1/2) d.H.d + O(d^3)      (second order)
#   ln nu(s+d) - ln nu(s)   = g.d + O(d^2)              (first order in general)
#   g_k = -(1/2) sum_ab W_ab T_abk
# H, T: second and third derivatives of V at s; nu: harmonic (Vineyard) prefactor;
# W: inverse mass-weighted Hessian restricted to the stable modes, with the
# factors mass^(-1/2) put back on both sides.
# Model: atom at x (along path), y (sideways); q is the opening of a window.
# Units inside the program: eV, angstrom, atomic mass unit u.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, null_space
from scipy.optimize import brentq

# ---------- model parameters (round values) ----------
C, CY, K = 1.0, 1.0, 10.0          # eV/angstrom^2
RHO, WID, B = 0.5, 0.8, 0.6        # angstrom
A0, F0 = 2.0, 0.2                  # eV, eV/angstrom
MASS = np.array([16.0, 16.0, 30.0])
ROOT_M = np.sqrt(MASS)
OMEGA = np.sqrt(const.e / (1e-20 * const.atomic_mass))  # rad/s per internal unit
HBAR = const.hbar * OMEGA / const.e                     # eV per internal frequency
KB = const.k / const.e                                  # eV/K
THZ = OMEGA / (2 * np.pi * 1e12)

# ---------- symbolic potential and derivatives ----------
x, y, q, a, f, u, c = sp.symbols("x y q a f u c", real=True)
V = (C*x**2/2 + CY*y**2/2 + K*q**2/2 + f*x
     + a*sp.exp(-q/RHO - x**2/WID**2)*(1 + y**2/B**2))
X = (x, y, q)
grad_sym = [sp.diff(V, i) for i in X]
hess_sym = [[sp.diff(gi, j) for j in X] for gi in grad_sym]
third_sym = [[[sp.diff(hij, k) for k in X] for hij in row] for row in hess_sym]
ARGS = (x, y, q, a, f)
v_fn = sp.lambdify(ARGS, V, "numpy")
g_fn = sp.lambdify(ARGS, grad_sym, "numpy")
h_fn = sp.lambdify(ARGS, hess_sym, "numpy")
t_fn = sp.lambdify(ARGS, third_sym, "numpy")


def energy(r, amp=A0, tilt=F0):
    return v_fn(r[0], r[1], r[2], amp, tilt)


def gradient(r, amp=A0, tilt=F0):
    return np.array(g_fn(*r, amp, tilt), dtype=float)


def hessian(r, amp=A0, tilt=F0):
    return np.array(h_fn(*r, amp, tilt), dtype=float)


def third(r, amp=A0, tilt=F0):
    return np.array(t_fn(*r, amp, tilt), dtype=float)


def dynamical(r, amp=A0, tilt=F0):
    return hessian(r, amp, tilt) / np.outer(ROOT_M, ROOT_M)


def newton_step(r, amp=A0, tilt=F0):
    return r - np.linalg.solve(hessian(r, amp, tilt), gradient(r, amp, tilt))


def stationary(start, amp=A0, tilt=F0):
    r = np.array(start, dtype=float)
    for _ in range(60):
        r = newton_step(r, amp, tilt)
    assert np.linalg.norm(gradient(r, amp, tilt)) < 1e-11
    return r


def log_saddle(r, amp=A0, tilt=F0):
    """Saddle part of ln(prefactor), from diagonalization."""
    lam = np.linalg.eigvalsh(dynamical(r, amp, tilt))
    assert lam[0] < 0 < lam[1]
    return -0.5*np.sum(np.log(lam[1:]))


def log_minimum(r, amp=A0, tilt=F0):
    """Well part of ln(prefactor), from diagonalization."""
    lam = np.linalg.eigvalsh(dynamical(r, amp, tilt))
    assert lam[0] > 0
    return 0.5*np.sum(np.log(lam))


def zero_point(r):
    lam = np.linalg.eigvalsh(dynamical(r))
    return 0.5*HBAR*np.sum(np.sqrt(lam[1:]))


def stable_weight(r, amp=A0, tilt=F0):
    lam, vec = np.linalg.eigh(dynamical(r, amp, tilt))
    inv = (vec[:, 1:] / lam[1:]) @ vec[:, 1:].T
    return inv / np.outer(ROOT_M, ROOT_M)


def saddle_slope(r, amp=A0, tilt=F0):
    """Analytic sensitivity g from third derivatives."""
    return -0.5*np.einsum("ab,abk->k", stable_weight(r, amp, tilt),
                          third(r, amp, tilt))


def central(fun, r, h=1e-4):
    return np.array([(fun(r + h*e) - fun(r - h*e))/(2*h) for e in np.eye(3)])


def order(fun, h):
    return np.log2(abs(fun(h)/fun(h/2)))


# ---------- stationary points and their connection ----------
s = stationary([0.07, 0.0, 0.245])
m = stationary([-1.1, 0.0, 0.06])
lam_s, vec_s = np.linalg.eigh(dynamical(s))
lam_m, vec_m = np.linalg.eigh(dynamical(m))
assert lam_s[0] < 0 < lam_s[1] and lam_m[0] > 0
unstable = vec_s[:, 0] * np.sign(vec_s[0, 0])


def descend(sign):
    start = s*ROOT_M + sign*0.05*unstable
    run = solve_ivp(lambda t, p: -gradient(p/ROOT_M)/ROOT_M, (0, 400), start,
                    method="LSODA", rtol=1e-8, atol=1e-10)
    return run.y[:, -1]/ROOT_M


left, right = descend(-1), descend(+1)
assert np.linalg.norm(left - m) < 1e-4
assert right[0] > 0.5 and np.linalg.norm(gradient(right)) < 1e-4
E_s, E_m = energy(s), energy(m)
barrier = E_s - E_m
nu_internal = np.exp(log_saddle(s) + log_minimum(m))/(2*np.pi)
nu_thz = nu_internal*OMEGA/1e12


# ---------- prefactor against direct integration of the flux expression ----------
def boltzmann_integral(center, vec, lam, kt):
    t = np.linspace(-7, 7, 43)
    grids = np.meshgrid(*([t]*len(lam)), indexing="ij")
    sig = np.sqrt(kt/lam)
    pts = [center[k] + sum(vec[k, i]*sig[i]*grids[i] for i in range(len(lam)))
           / ROOT_M[k] for k in range(3)]
    weight = np.exp(-(energy(pts) - energy(center))/kt)
    return weight.sum()*np.prod(sig*(t[1] - t[0]))


def flux_ratio(kt):
    rate = (np.sqrt(kt/(2*np.pi))*boltzmann_integral(s, vec_s[:, 1:], lam_s[1:], kt)
            / boltzmann_integral(m, vec_m, lam_m, kt))
    return rate/nu_internal


ratio_a, ratio_b = flux_ratio(0.004), flux_ratio(0.002)
# the anharmonic correction is linear in kT, so extrapolate it away
ratio_zero = 2*ratio_b - ratio_a
assert abs(ratio_zero - 1) < 2e-3

# ---------- first-order sensitivities: third derivatives vs diagonalization ----------
g = saddle_slope(s)
assert np.allclose(g, central(log_saddle, s), atol=1e-6)
g_min = 0.5*np.einsum("ab,abk->k", np.linalg.inv(hessian(m)), third(m))
assert np.allclose(g_min, central(log_minimum, m), atol=1e-5)
H, T = hessian(s), third(s)
modes = vec_s[:, 1:]/ROOT_M[:, None]
zp_slope = 0.25*HBAR*np.einsum("ai,abk,bi,i->k", modes, T, modes,
                               1/np.sqrt(lam_s[1:]))
assert np.allclose(zp_slope, central(zero_point, s), atol=1e-7)
assert abs(g[1]) < 1e-10 and abs(g[0]) > 0.01 and abs(g[2]) > 0.1

# ---------- orders of the errors, and the Newton cure ----------
d = np.array([0.36, 0.48, 0.80])
L_s = log_saddle(s)


def corrected_energy(r):
    gr = gradient(r)
    return energy(r) - 0.5*gr @ np.linalg.solve(hessian(r), gr)


ord_E = order(lambda h: energy(s + h*d) - E_s, 0.004)
ord_L = order(lambda h: log_saddle(s + h*d) - L_s, 0.004)
ord_Ec = order(lambda h: corrected_energy(s + h*d) - E_s, 0.004)
ord_En = order(lambda h: energy(newton_step(s + h*d)) - E_s, 0.004)
ord_Ln = order(lambda h: log_saddle(newton_step(s + h*d)) - L_s, 0.004)
for found, expected in ((ord_E, 2), (ord_L, 1), (ord_Ec, 3), (ord_En, 4), (ord_Ln, 2)):
    assert abs(found - expected) < 0.1
h = 1e-3
second = (energy(s + h*d) + energy(s - h*d) - 2*E_s)/h**2
assert abs(second/(d @ H @ d) - 1) < 1e-4

# ---------- symmetric hop: path error loses its first-order effect ----------
s0 = stationary([0.0, 0.0, 0.245], tilt=0.0)
g0 = saddle_slope(s0, tilt=0.0)
ex, eq = np.eye(3)[0], np.eye(3)[2]
ord_sym = order(lambda h: log_saddle(s0 + h*ex, tilt=0.0)
                - log_saddle(s0, tilt=0.0), 0.01)
assert abs(g0[0]) < 1e-10 and abs(g0[2]) > 0.1 and abs(ord_sym - 2) < 0.1

# ---------- rate: length at which both error terms are equal in size ----------
kappa = H[2, 2]


def crossover(temp):
    formula = 2*KB*temp*abs(g[2])/abs(kappa)
    found = brentq(lambda h: abs(log_saddle(s + h*eq) - L_s)
                   - abs(energy(s + h*eq) - E_s)/(KB*temp), 1e-5, 0.1)
    return formula, found


cross300, cross1000 = crossover(300.0), crossover(1000.0)
assert abs(cross300[0]/cross300[1] - 1) < 0.05
assert abs(cross1000[0]/cross1000[1] - 1) < 0.10   # next order in displacement
h_mev = np.sqrt(2*1e-3/kappa)
dE_mev = energy(s + h_mev*eq) - E_s
dL_mev = log_saddle(s + h_mev*eq) - L_s
assert abs(dE_mev/1e-3 - 1) < 0.05 and abs(dL_mev/(g[2]*h_mev) - 1) < 0.1


# ---------- projecting out one direction ----------
def projected_det(r, n):
    basis = null_space(n[None, :])
    return np.linalg.det(basis.T @ dynamical(r) @ basis)


stable_product = np.prod(lam_s[1:])
side = (vec_s[:, 1] + vec_s[:, 2])/np.sqrt(2)


def direction_error(theta):
    n = np.cos(theta)*unstable + np.sin(theta)*side
    return -0.5*np.log(projected_det(s, n)/stable_product)


ord_dir = order(direction_error, 0.05)
assert abs(ord_dir - 2) < 0.05
n_test = np.array([2.0, -1.0, 2.0])/3
D = dynamical(s)
assert np.isclose(projected_det(s, n_test),
                  (n_test @ np.linalg.solve(D, n_test))*np.linalg.det(D))
near = s + 1e-4*eq
n_grad = gradient(near)/ROOT_M
n_grad /= np.linalg.norm(n_grad)
grad_ratio = projected_det(near, n_grad)/stable_product
shift = eq*ROOT_M
grad_limit = lam_s[0]*(shift @ D @ shift)/np.sum((D @ shift)**2)
assert abs(grad_ratio - grad_limit) < 1e-2 and abs(grad_limit - 1) > 0.1

# ---------- curved coordinate q = q_s + u + c u^2 changes the slope ----------
V_u = V.subs({q: s[2] + u + c*u**2, a: A0, f: F0})
U = (x, y, u)
hess_u = sp.lambdify((x, y, u, c), [[sp.diff(V_u, i, j) for j in U] for i in U], "numpy")


def log_curved(uval, cval):
    hu = np.array(hess_u(s[0], s[1], uval, cval), dtype=float)
    mass_u = np.diag([MASS[0], MASS[1], MASS[2]*(1 + 2*cval*uval)**2])
    lam = eigh(hu, mass_u, eigvals_only=True)
    return -0.5*np.sum(np.log(lam[1:]))


def slope_curved(cval, h=1e-4):
    return (log_curved(h, cval) - log_curved(-h, cval))/(2*h)


W_qq = stable_weight(s)[2, 2]
c_null = g[2]/(kappa*W_qq)
slope_one, slope_null = slope_curved(1.0), slope_curved(c_null)
assert abs(slope_one - (g[2] - kappa*W_qq)) < 1e-5
assert abs(slope_null) < 1e-5

# ---------- geometries from a cheap surface, amplitude 5 percent too large ----------
A_CHEAP = 1.05*A0
s_c, m_c = stationary(s, amp=A_CHEAP), stationary(m, amp=A_CHEAP)
ds, dm = s_c - s, m_c - m
dE_s = energy(s_c) - E_s
dL_s = log_saddle(s_c) - L_s
dE_pred, dL_pred = 0.5*ds @ H @ ds, g @ ds
assert abs(dE_s/dE_pred - 1) < 0.1 and abs(dL_s/dL_pred - 1) < 0.1
barrier_cheap = energy(s_c, amp=A_CHEAP) - energy(m_c, amp=A_CHEAP)
barrier_mixed = energy(s_c) - energy(m_c)
dL_total = dL_s + log_minimum(m_c) - log_minimum(m)
dL_total_pred = dL_pred + g_min @ dm
assert abs(dL_total/dL_total_pred - 1) < 0.15      # next order in displacement
assert abs(barrier_mixed - barrier) < 0.1*abs(barrier_cheap - barrier)


# ---------- printed numbers ----------
def row(values, digits=4):
    return " ".join(f"{v + 0.0:.{digits}f}" for v in np.where(np.abs(values) < 1e-9, 0, values))


print(f"C, C_y, K = {C}, {CY}, {K} eV/A^2; A = {A0} eV; F = {F0} eV/A")
print(f"rho, w, b = {RHO}, {WID}, {B} A; masses x,y,q = {row(MASS, 0)} u")
print("saddle (x,y,q) =", row(s), "A")
print("well (x,y,q) =", row(m), "A")
print(f"barrier = {barrier:.4f} eV = {barrier*const.e*1e19:.4f} e-19 J")
print(f"saddle: unstable frequency = {np.sqrt(-lam_s[0])*THZ:.3f} i THz")
print("saddle: stable frequencies =", row(np.sqrt(lam_s[1:])*THZ, 3), "THz")
print("well frequencies =", row(np.sqrt(lam_m)*THZ, 3), "THz")
print(f"prefactor nu = {nu_thz:.4f} THz")
print(f"flux integral/harmonic, kT=4 meV: {ratio_a:.5f}; 2 meV: {ratio_b:.5f}")
print(f"same ratio extrapolated to kT=0: {ratio_zero:.5f}")
print("saddle Hessian diagonal (x,y,q) =", row(np.diag(H)), "eV/A^2")
print(f"saddle Hessian H_xq = {H[0, 2]:.4f} eV/A^2")
print("g at saddle (x,y,q) =", row(g), "1/A")
print("g at well (x,y,q) =", row(g_min), "1/A")
print("zero-point slope at saddle (x,y,q) =", row(1e3*zp_slope, 3), "meV/A")
print("Window error h: energy, ln nu and zero-point changes")
for h in (0.08, 0.04, 0.02, 0.01):
    r = s + h*eq
    print(f" h={h:.2f} A: dE={1e3*(energy(r)-E_s):.4f} meV, dln nu={log_saddle(r)-L_s:.5f},"
          f" dE_zp={1e3*(zero_point(r)-zero_point(s)):.4f} meV")
r = newton_step(s + 0.04*eq)
print(f"h=0.04 A after one Newton step: dE={1e3*(energy(r)-E_s):.6f} meV,"
      f" dln nu={log_saddle(r)-L_s:.6f}")
print(f"h=0.04 A, energy corrected without moving:"
      f" dE={1e3*(corrected_energy(s+0.04*eq)-E_s):.5f} meV")
print("test direction (x,y,q) =", row(d, 2))
print(f"observed orders: energy {ord_E:.3f}, ln nu {ord_L:.3f}")
print(f"orders after Newton step: energy {ord_En:.3f}, ln nu {ord_Ln:.3f}")
print(f"order of corrected energy without moving: {ord_Ec:.3f}")
print("symmetric hop F=0: g (x,y,q) =", row(g0), "1/A")
print(f"symmetric hop: order of ln nu for path error = {ord_sym:.3f}")
print(f"crossover 300 K: formula {cross300[0]:.5f} A, direct {cross300[1]:.5f} A")
print(f"crossover 1000 K: formula {cross1000[0]:.5f} A, direct {cross1000[1]:.5f} A")
print(f"window error for 1 meV: h = {h_mev:.5f} A, direct dE = {1e3*dE_mev:.4f} meV")
print(f" there: dln nu = {dL_mev:.5f}, force = {np.linalg.norm(gradient(s+h_mev*eq)):.4f} eV/A")
print(f"projection, direction off by 5 deg: dln nu = {direction_error(np.radians(5)):.5f}")
print(f"projection: order in direction error = {ord_dir:.3f}")
print(f"gradient projection, determinant ratio: {grad_ratio:.4f}, limit {grad_limit:.4f}")
print(f"curved coordinate, c=1 /A: slope = {slope_one:.4f} 1/A")
print(f"curvature that removes the slope: c = {c_null:.4f} 1/A")
print(f"cheap surface: A = {A_CHEAP:.2f} eV")
print("cheap saddle shift (x,y,q) =", row(ds, 5), "A")
print("cheap well shift (x,y,q) =", row(dm, 5), "A")
print(f"good energy at cheap saddle: dE = {1e3*dE_s:.4f} meV, predicted {1e3*dE_pred:.4f} meV")
print(f"good Hessian at cheap saddle: dln nu = {dL_s:.5f}, predicted {dL_pred:.5f}")
print(f"both cheap geometries: dln nu = {dL_total:.5f}, predicted {dL_total_pred:.5f}")
print(f"barrier error, cheap energies: {1e3*(barrier_cheap-barrier):.3f} meV")
print(f"barrier error, good energies at cheap geometries: {1e3*(barrier_mixed-barrier):.4f} meV")
print("all good")
```

Printed output:

```
C, C_y, K = 1.0, 1.0, 10.0 eV/A^2; A = 2.0 eV; F = 0.2 eV/A
rho, w, b = 0.5, 0.8, 0.6 A; masses x,y,q = 16 16 30 u
saddle (x,y,q) = 0.0712 0.0000 0.2437 A
well (x,y,q) = -1.1103 0.0000 0.0525 A
barrier = 0.8620 eV = 1.3811 e-19 J
saddle: unstable frequency = 6.496 i THz
saddle: stable frequencies = 10.895 11.018 THz
well frequencies = 6.127 6.507 9.933 THz
prefactor nu = 3.2992 THz
flux integral/harmonic, kT=4 meV: 0.99849; 2 meV: 0.99924
same ratio extrapolated to kT=0: 1.00000
saddle Hessian diagonal (x,y,q) = -2.7480 7.7704 14.8747 eV/A^2
saddle Hessian H_xq = 0.5424 eV/A^2
g at saddle (x,y,q) = 0.1076 0.0000 1.2010 1/A
g at well (x,y,q) = 1.3554 0.0000 -1.2696 1/A
zero-point slope at saddle (x,y,q) = -2.427 0.000 -27.141 meV/A
Window error h: energy, ln nu and zero-point changes
 h=0.08 A: dE=46.7992 meV, dln nu=0.09394, dE_zp=-2.0633 meV
 h=0.04 A: dE=11.7978 meV, dln nu=0.04751, dE_zp=-1.0583 meV
 h=0.02 A: dE=2.9621 meV, dln nu=0.02389, dE_zp=-0.5359 meV
 h=0.01 A: dE=0.7421 meV, dln nu=0.01198, dE_zp=-0.2697 meV
h=0.04 A after one Newton step: dE=0.001859 meV, dln nu=-0.000597
h=0.04 A, energy corrected without moving: dE=-0.09977 meV
test direction (x,y,q) = 0.36 0.48 0.80
observed orders: energy 1.999, ln nu 1.000
orders after Newton step: energy 4.001, ln nu 1.999
order of corrected energy without moving: 2.998
symmetric hop F=0: g (x,y,q) = 0.0000 0.0000 1.2008 1/A
symmetric hop: order of ln nu for path error = 2.000
crossover 300 K: formula 0.00417 A, direct 0.00417 A
crossover 1000 K: formula 0.01392 A, direct 0.01390 A
window error for 1 meV: h = 0.01160 A, direct dE = 0.9975 meV
 there: dln nu = 0.01388, force = 0.1719 eV/A
projection, direction off by 5 deg: dln nu = 0.00516
projection: order in direction error = 2.001
gradient projection, determinant ratio: -0.3472, limit -0.3474
curved coordinate, c=1 /A: slope = 0.2042 1/A
curvature that removes the slope: c = 1.2049 1/A
cheap surface: A = 2.10 eV
cheap saddle shift (x,y,q) = -0.00311 0.00000 0.00820 A
cheap well shift (x,y,q) = -0.01316 0.00000 0.00014 A
good energy at cheap saddle: dE = 0.4720 meV, predicted 0.4725 meV
good Hessian at cheap saddle: dln nu = 0.00949, predicted 0.00951
both cheap geometries: dln nu = -0.00869, predicted -0.00851
barrier error, cheap energies: 47.638 meV
barrier error, good energies at cheap geometries: 0.1804 meV
all good
```
